# Quadratic Zeeman coefficient of the hyperfine clock transition: test program

```python
"""Quadratic Zeeman coefficient of the m_F = 0 hyperfine clock transition.

Result under test, for J = 1/2 and half-integer nuclear spin I:
    nu(B) = sqrt(nu0^2 + (G B/h)^2),   beta = G^2 / (2 h^2 nu0),
    G = g_J mu_B + g_N mu_N,           h nu0 = A (I + 1/2).
The spin Hamiltonian is H = A I.J + B (g_J mu_B J_z - g_N mu_N I_z).
nu0: zero-field splitting; A: hyperfine constant; B: field in gauss;
g_J, g_N: electronic and nuclear g factors; mu_B, mu_N: magnetons.
Gaussian units are used; Hamiltonians are divided by h and given in Hz.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

mp.mp.dps = 30
codata = const.physical_constants

# Constants converted to Gaussian units
charge = const.e * const.c * 10.0       # esu
hbar = const.hbar * 1e7                 # erg s
planck = const.h * 1e7                  # erg s
light = const.c * 100.0                 # cm/s
m_e = const.m_e * 1e3                   # g
m_p = const.m_p * 1e3                   # g
mu_B = charge * hbar / (2 * m_e * light)   # erg/G
mu_N = charge * hbar / (2 * m_p * light)   # erg/G
assert abs(mu_B / (codata['Bohr magneton'][0] * 1e3) - 1) < 1e-8
assert abs(mu_N / (codata['nuclear magneton'][0] * 1e3) - 1) < 1e-8
g_free = abs(codata['electron g factor'][0])


def spin_matrices(spin):
    """Return S_z and S_plus in the basis m = spin, ..., -spin."""
    m = spin - np.arange(int(round(2 * spin)) + 1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


class Atom:
    """Full spin Hamiltonian of one atom, in Hz."""

    def __init__(self, spin, nu0, moment, g_J=g_free):
        self.spin, self.nu0, self.moment = spin, nu0, moment
        self.g_N = moment / spin
        jz, jp = spin_matrices(0.5)
        iz, ip = spin_matrices(spin)
        Jz = np.kron(jz, np.eye(len(iz)))
        Iz = np.kron(np.eye(2), iz)
        flip = np.kron(jp, ip.T)
        dot = Jz @ Iz + 0.5 * (flip + flip.T)
        self.hyperfine = nu0 / (spin + 0.5) * dot
        self.zeeman = (g_J * mu_B * Jz - self.g_N * mu_N * Iz) / planck
        self.Fz = Jz + Iz
        self.G = (g_J * mu_B + self.g_N * mu_N) / planck   # Hz/G

    def block(self, matrix, m):
        index = np.where(np.abs(np.diag(self.Fz) - m) < 1e-9)[0]
        return matrix[np.ix_(index, index)]

    def levels(self, field, m=0):
        """Two energies of given m_F, diagonalized with 30 digits."""
        matrix = self.block(self.hyperfine + field * self.zeeman, m)
        values = mp.eigsy(mp.matrix(matrix.tolist()), eigvals_only=True)
        return sorted([values[0], values[1]])

    def frequency(self, field, m=0):
        low, high = self.levels(field, m)
        return high - low

    def shift(self, field, m=0):
        return float(self.frequency(field, m) - self.frequency(0.0, m))

    def beta_numeric(self, step=0.1):
        return (self.shift(step) + self.shift(-step)) / (2 * step**2)

    def slope_numeric(self, m, step=0.1):
        return (self.shift(step, m) - self.shift(-step, m)) / (2 * step)

    def beta_formula(self):
        return self.G**2 / (2 * self.nu0)


nu_cs = codata['hyperfine transition frequency of Cs-133'][0]
mu_proton = codata['proton mag. mom. to nuclear magneton ratio'][0]
# Rounded measured inputs: Rb and H frequencies, Rb and Cs moments (mu_N)
inputs = {'Cs-133': (3.5, nu_cs, 2.58),
          'Rb-87': (1.5, 6.8347e9, 2.75),
          'H': (0.5, 1.4204e9, mu_proton)}
atoms = {name: Atom(*values) for name, values in inputs.items()}
targets = {'Cs-133': (427, 0.5), 'Rb-87': (575, 0.5), 'H': (2770, 5)}

print(f"mu_B = {mu_B:.5e} erg/G, mu_B/h = {mu_B/planck/1e6:.6f} MHz/G")
print(f"mu_N/mu_B = {mu_N/mu_B:.5e}, g_J (free electron) = {g_free:.6f}")

for name, atom in atoms.items():
    spin, nu0, G = atom.spin, atom.nu0, atom.G
    beta = atom.beta_formula()

    # Zero-field pattern: two multiplets separated by nu0
    energies = np.linalg.eigvalsh(atom.hyperfine)
    lower_count = int(round(2 * spin))
    assert np.ptp(energies[:lower_count]) < 1e-9 * nu0
    assert np.ptp(energies[lower_count:]) < 1e-9 * nu0
    gap = energies[lower_count] - energies[lower_count - 1]
    assert abs(gap / nu0 - 1) < 1e-9

    # F_z is conserved in the field
    strong = 1000.0
    total = atom.hyperfine + strong * atom.zeeman
    assert np.max(np.abs(total @ atom.Fz - atom.Fz @ total)) < 1e-9 * nu0

    # Closed splitting formula for every pair, in a strong field
    A = nu0 / (spin + 0.5)
    for m in np.arange(-(spin - 0.5), spin + 0.5):
        closed = np.sqrt(nu0**2 + 2 * A * m * G * strong + (G * strong)**2)
        assert abs(float(atom.frequency(strong, m)) / closed - 1) < 1e-10
        slope = m * G / (spin + 0.5)
        assert abs(atom.slope_numeric(m) - slope) < 1e-6 * G

    # Quadratic coefficient from diagonalization against the formula
    numeric = atom.beta_numeric()
    assert abs(numeric / beta - 1) < 1e-6
    value, margin = targets[name]
    assert abs(numeric - value) < margin

    # Error bound of the quadratic law
    excess = nu0 + beta * strong**2 - float(atom.frequency(strong))
    assert 0 < excess < beta**2 * strong**4 / (2 * nu0)

    # Perturbation theory: matrix elements and shifts of single levels
    vectors = np.linalg.eigh(atom.block(atom.hyperfine, 0))[1]
    elements = vectors.T @ atom.block(atom.zeeman, 0) @ vectors
    assert np.max(np.abs(np.diag(elements))) < 1e-9 * G
    assert abs(abs(elements[0, 1]) / (G / 2) - 1) < 1e-9
    zero, field = atom.levels(0.0), atom.levels(0.1)
    low_shift = float(field[0] - zero[0]) / 0.01
    high_shift = float(field[1] - zero[1]) / 0.01
    assert abs(high_shift / (beta / 2) - 1) < 1e-5
    assert abs(low_shift / (-beta / 2) - 1) < 1e-5

    bare = Atom(spin, nu0, 0.0).beta_numeric()
    print(f"{name}: I = {spin}, nu0 = {nu0/1e9:.9g} GHz, "
          f"moment = {atom.moment:.4g} mu_N")
    print(f"  g_N = {atom.g_N:.4f}, g_N mu_N/mu_B = "
          f"{atom.g_N*mu_N/mu_B:.3e}, G/h = {G/1e6:.4f} MHz/G")
    print(f"  beta, diagonalization = {numeric:.2f} Hz/G^2")
    print(f"  beta, formula         = {beta:.2f} Hz/G^2")
    print(f"  beta without nuclear moment = {bare:.2f} Hz/G^2")
    print(f"  upper level alone: {high_shift:.2f} Hz/G^2, "
          f"lower level alone: {low_shift:.2f} Hz/G^2")

# Caesium: sensitivity to g_J, contrast with m = 1, and clock shifts
cs = atoms['Cs-133']
beta_cs = cs.beta_formula()
raised = Atom(*inputs['Cs-133'], g_J=g_free * 1.0001).beta_numeric()
print(f"Cs: change of beta for g_J raised by 1e-4 of itself = "
      f"{raised - cs.beta_numeric():.3f} Hz/G^2")
print(f"Cs: linear slope of m=1 transition = "
      f"{cs.slope_numeric(1)/1e3:.2f} kHz/G")

bias, error = 1e-3, 1e-6
clock_shift = cs.shift(bias)
clock_error = cs.shift(bias + error) - clock_shift
assert abs(clock_shift / (beta_cs * bias**2) - 1) < 1e-5
assert abs(clock_error / (2 * beta_cs * bias * error) - 1) < 2e-3
print(f"Cs: clock shift at {bias*1e3:.0f} mG = {clock_shift*1e3:.4f} mHz, "
      f"fraction of nu0 = {clock_shift/nu_cs:.3e}")
print(f"Cs: error from {error*1e6:.0f} microgauss = "
      f"{clock_error*1e6:.3f} microhertz, fraction = "
      f"{clock_error/nu_cs:.2e}")

large = 100.0
true_shift = cs.shift(large)
estimate = beta_cs * large**2
bound = estimate**2 / (2 * nu_cs)
assert 0 < estimate - true_shift < bound
print(f"Cs at {large:.0f} G: true shift = {true_shift/1e3:.3f} kHz, "
      f"quadratic estimate = {estimate/1e3:.3f} kHz")
print(f"  estimate minus true = {estimate-true_shift:.1f} Hz, "
      f"bound = {bound:.1f} Hz")

# Near 1/nu0 scaling: compare ratios of beta and of inverse frequency
hydrogen = atoms['H']
ratio_beta = hydrogen.beta_numeric() / cs.beta_numeric()
ratio_nu = nu_cs / hydrogen.nu0
assert abs(ratio_beta / ratio_nu - 1) < 5e-3
print(f"beta(H)/beta(Cs) = {ratio_beta:.4f}, "
      f"nu0(Cs)/nu0(H) = {ratio_nu:.4f}")

# Common diamagnetic shift of hydrogen 1s: e^2 B^2 <r^2 sin^2>/(8 m c^2)
bohr = hbar**2 / (m_e * charge**2)
radial = quad(lambda r: 4 * r**4 * np.exp(-2 * r), 0, np.inf)[0]
angular = quad(lambda t: 0.5 * np.sin(t)**3, 0, np.pi)[0]
diamagnetic = (charge**2 * bohr**2 * radial * angular
               / (8 * m_e * light**2 * planck))
closed_dia = charge**2 * bohr**2 / (4 * m_e * light**2 * planck)
assert abs(diamagnetic / closed_dia - 1) < 1e-7
assert diamagnetic < 1e-6 * hydrogen.beta_numeric()
print(f"H: common diamagnetic shift of both levels = "
      f"{diamagnetic:.2e} Hz/G^2")

print("all tests passed")
```

Running it gives:

```
mu_B = 9.27401e-21 erg/G, mu_B/h = 1.399624 MHz/G
mu_N/mu_B = 5.44617e-04, g_J (free electron) = 2.002319
Cs-133: I = 3.5, nu0 = 9.19263177 GHz, moment = 2.58 mu_N
  g_N = 0.7371, g_N mu_N/mu_B = 4.015e-04, G/h = 2.8031 MHz/G
  beta, diagonalization = 427.36 Hz/G^2
  beta, formula         = 427.36 Hz/G^2
  beta without nuclear moment = 427.19 Hz/G^2
  upper level alone: 213.68 Hz/G^2, lower level alone: -213.68 Hz/G^2
Rb-87: I = 1.5, nu0 = 6.8347 GHz, moment = 2.75 mu_N
  g_N = 1.8333, g_N mu_N/mu_B = 9.985e-04, G/h = 2.8039 MHz/G
  beta, diagonalization = 575.14 Hz/G^2
  beta, formula         = 575.14 Hz/G^2
  beta without nuclear moment = 574.57 Hz/G^2
  upper level alone: 287.57 Hz/G^2, lower level alone: -287.57 Hz/G^2
H: I = 0.5, nu0 = 1.4204 GHz, moment = 2.793 mu_N
  g_N = 5.5857, g_N mu_N/mu_B = 3.042e-03, G/h = 2.8068 MHz/G
  beta, diagonalization = 2773.11 Hz/G^2
  beta, formula         = 2773.11 Hz/G^2
  beta without nuclear moment = 2764.71 Hz/G^2
  upper level alone: 1386.56 Hz/G^2, lower level alone: -1386.56 Hz/G^2
Cs: change of beta for g_J raised by 1e-4 of itself = 0.085 Hz/G^2
Cs: linear slope of m=1 transition = 700.76 kHz/G
Cs: clock shift at 1 mG = 0.4274 mHz, fraction of nu0 = 4.649e-14
Cs: error from 1 microgauss = 0.855 microhertz, fraction = 9.30e-17
Cs at 100 G: true shift = 4272.608 kHz, quadratic estimate = 4273.601 kHz
  estimate minus true = 992.9 Hz, bound = 993.4 Hz
beta(H)/beta(Cs) = 6.4889, nu0(Cs)/nu0(H) = 6.4719
H: common diamagnetic shift of both levels = 2.98e-04 Hz/G^2
all tests passed
```
